\section*{Does the Hubbard atom's Curie law survive analytic continuation?}

\section{The claim}

\textbf{Q.} I think the Hubbard atom gives the shortest derivation of a dynamical Curie law. Its Matsubara spin susceptibility at low temperature is $\beta/4$. I replace $iW$ by $\omega+i0$, nothing depends on frequency, and the retarded response is $1/(4T)$. What could go wrong?

\textbf{A.} At which Matsubara frequency did you find $\beta/4$?

\textbf{Q.} At $W=0$. I assumed that the others were the same.

\textbf{A.} Then let us compute them. Take
\begin{equation}
H=Un_\uparrow n_\downarrow-\mu(n_\uparrow+n_\downarrow),\qquad
S_z=\tfrac12(n_\uparrow-n_\downarrow),
\end{equation}
with $\hbar=k_B=1$ and $\beta=1/T$. A field enters as $-hS_z$, so $h$ is an energy and a susceptibility is an inverse energy. Start with equilibrium at fixed $T$ and $\mu$.

\textbf{Q.} The empty and doubly occupied states have energies $0$ and $U-2\mu$. The singly occupied ones have $-\mu\mp h/2$. Hence
\begin{equation}
Z(h)=1+2e^{\beta\mu}\cosh\frac{\beta h}{2}+e^{\beta(2\mu-U)},
\end{equation}
and the moment is
\begin{equation}
M_{\rm eq}(h)=\frac1\beta\frac{\partial\ln Z}{\partial h}
=\frac{e^{\beta\mu}\sinh(\beta h/2)}{Z(h)}.
\label{eq:meq}
\end{equation}
For small $h$ the hyperbolic sine is $\beta h/2$, while $Z$ changes at order $h^2$. With $Z=Z(0)$ and the single-occupation probability $P_1=2e^{\beta\mu}/Z$,
\begin{equation}
\chi_T=\left.\frac{\partial M_{\rm eq}}{\partial h}\right|_{h=0}
=\frac{\beta e^{\beta\mu}}{2Z}=\frac{\beta P_1}{4}
=\beta\langle S_z^2\rangle .
\label{eq:chiT}
\end{equation}
The last equality holds because $S_z^2=1/4$ in the singly occupied states and zero in the other two.

\textbf{A.} At half filling, $\mu=U/2$, we have $Z=2+2e^{\beta U/2}$, so $P_1=1/(1+e^{-\beta U/2})$. Your $\beta/4$ is the limit $T\ll U$, where the atom is almost surely singly occupied. For $T\gg U$ all four states are equally likely, $P_1=1/2$, and $T\chi_T=1/8$.

Take $U$ as the energy unit, $\mu=0.5\,U$ and $T=0.25\,U$. Then $P_1=1/(1+e^{-2})=0.881$ and $\chi_T=4\times0.881/4=0.881$ in units of $1/U$. The product $T\chi_T$ is $0.250$ at $T=0.02\,U$, $0.220$ at $0.25\,U$, $0.156$ at $U$ and $0.126$ at $50\,U$. Now do the Matsubara integral.

\textbf{Q.} With $S_z(\tau)=e^{\tau H}S_ze^{-\tau H}$ and $W_m=2\pi m/\beta$, I need
\begin{equation}
\chi(iW_m)=\int_0^\beta d\tau\,e^{iW_m\tau}\langle S_z(\tau)S_z\rangle .
\end{equation}
Since $[H,S_z]=0$, $S_z(\tau)=S_z$ and the correlator is the constant $\langle S_z^2\rangle$. For $m\ne0$ the integral is $\langle S_z^2\rangle(e^{i\beta W_m}-1)/(iW_m)=0$, because $\beta W_m=2\pi m$. For $m=0$ it is $\beta\langle S_z^2\rangle$. So
\begin{equation}
\chi(iW_m)=\chi_T\,\delta_{m,0}.
\label{eq:delta}
\end{equation}
My constant fits one point and misses all the rest.

\section{The response in real time}

\textbf{Q.} Still, a Kronecker delta is an awkward thing to continue. What is the retarded response?

\textbf{A.} Compute it without continuation. Let the atom be thermal in the distant past, with density matrix $\rho_0$, and isolated afterwards. For a Hermitian observable $A$ and a perturbation $-h(t)A$, the first-order change obeys
\begin{equation}
\delta\dot\rho=-i[H,\delta\rho]+ih(t)[A,\rho_0].
\end{equation}
With $A(t)=e^{iHt}Ae^{-iHt}$ its solution is
\begin{equation}
\delta\rho(t)=i\int_{-\infty}^t dt'\,h(t')\,[A(t'-t),\rho_0].
\end{equation}
Multiply by $A$ and take the trace. Since ${\rm Tr}(A[B,\rho_0])=\langle[A,B]\rangle$ and equilibrium averages depend on time differences alone,
\begin{equation}
\delta\langle A\rangle(t)=\int_{-\infty}^{\infty}dt'\,\chi^R(t-t')h(t'),\quad
\chi^R(t)=i\theta(t)\langle[A(t),A]\rangle .
\label{eq:kubo}
\end{equation}

\textbf{Q.} For $A=S_z$ we have $S_z(t)=S_z$, which commutes with itself. So $\chi^R=0$ at every frequency. Could a strong field do better?

\textbf{A.} No. The state $\rho_0$ is a function of $H$, and therefore commutes with both $H$ and $S_z$. Then
\begin{equation}
\dot\rho=-i[H-h(t)S_z,\rho]=0\quad\text{for }\rho=\rho_0,
\end{equation}
whatever the size and history of $h(t)$. The field shifts the two spin levels, but it causes no transitions between them, so the populations stay equal. At $h=0.5\,U$ the isolated atom has zero moment, whereas (\ref{eq:meq}) gives an equilibrium moment of $0.350$. The equilibrium formula compares two thermal states; it does not say how the atom gets from one to the other.

\section{What continuation really says}

\textbf{Q.} Must continuation agree? I can retain the factor I set to zero. Do the integral for general $z$ in place of $iW_m$:
\begin{equation}
f(z)=\chi_T\frac{e^{\beta z}-1}{\beta z},\qquad f(0)=\chi_T .
\label{eq:false}
\end{equation}
This is analytic everywhere and reproduces (\ref{eq:delta}) at every Matsubara frequency. At $\omega=0$ it gives Curie.

\textbf{A.} It matches the data, but it is not a response function. A Hermitian $A$ makes $i\langle[A(t),A]\rangle$ real, so $\chi(-\omega)=\chi(\omega)^*$ is required. Your function is real on the real axis, yet in our example $f(U)=0.881\,(e^4-1)/4=11.8$ and $f(-U)=0.216$, both in $1/U$. It also grows exponentially towards positive ${\rm Re}\,z$, with $f(5U)=2.1\times10^7$.

To see what is allowed, use eigenstates of $H$ with energies $E_n$ and probabilities $p_n$. Write $A_{nm}$ for the matrix elements and $\Delta=E_m-E_n$. Then
\begin{align}
\langle A(t)A\rangle&=\sum_{nm}p_n|A_{nm}|^2e^{-i\Delta t},\\
\langle AA(t)\rangle&=\sum_{nm}p_n|A_{nm}|^2e^{i\Delta t}
=\sum_{nm}p_m|A_{nm}|^2e^{-i\Delta t},
\end{align}
where the last form exchanges $n$ and $m$. Subtract, and use $i\int_0^\infty dt\,e^{i(z-\Delta)t}=1/(\Delta-z)$ for ${\rm Im}\,z>0$:
\begin{equation}
\chi(z)=\int_0^\infty dt\,e^{izt}\chi^R(t)
=\sum_{nm}\frac{|A_{nm}|^2(p_n-p_m)}{\Delta-z}.
\label{eq:lehmann}
\end{equation}
For our finite set of levels, $|\chi(z)|$ is at most a constant divided by ${\rm Im}\,z$, since $|\Delta-z|\ge{\rm Im}\,z$. Your $f$ violates this along any horizontal line in the upper half plane.

\textbf{Q.} That excludes my function. Does it exclude every nonzero one?

\textbf{A.} Yes, and one Matsubara frequency suffices. First link the Matsubara data to (\ref{eq:lehmann}). In eigenstates $\langle A(\tau)A\rangle=\sum_{nm}p_n|A_{nm}|^2e^{-\Delta\tau}$. For a Matsubara frequency $W>0$ we have $e^{i\beta W}=1$, and $p_ne^{-\beta\Delta}=p_m$, so
\begin{equation}
\int_0^\beta d\tau\,e^{iW\tau}p_ne^{-\Delta\tau}
=p_n\frac{e^{-\beta\Delta}-1}{iW-\Delta}=\frac{p_n-p_m}{\Delta-iW}.
\end{equation}
The imaginary-time integral at every positive Matsubara frequency therefore equals (\ref{eq:lehmann}) at $z=iW$. Now set $z=i\eta$ with $\eta>0$, and write $1/(\Delta-i\eta)=(\Delta+i\eta)/(\Delta^2+\eta^2)$. The $i\eta$ part is odd under $n\leftrightarrow m$ and cancels in the sum. What remains is
\begin{equation}
\chi(i\eta)=\sum_{nm}|A_{nm}|^2\frac{(p_n-p_m)\Delta}{\Delta^2+\eta^2}\ge0 .
\label{eq:positive}
\end{equation}
Each term is nonnegative because the lower level has the larger thermal probability. If the sum vanishes at $\eta=W_1$, each term vanishes. Then no pair with $\Delta\neq0$ has a nonzero matrix element, pairs with $\Delta=0$ have $p_n=p_m$, and (\ref{eq:lehmann}) is zero for all $z$. Correct continuation therefore agrees with Kubo.

\textbf{Q.} Is $\chi(i\eta)$ more than a device?

\textbf{A.} It is the response to a ramp. Put $h(t)=he^{\eta t}$ into (\ref{eq:kubo}) and look at $t=0$. With $s=-t'$,
\begin{equation}
\delta\langle A\rangle(0)=h\int_0^\infty ds\,e^{-\eta s}\chi^R(s)=h\,\chi(i\eta).
\end{equation}
A positive Matsubara frequency is thus a possible ramp rate. The point $W_0=0$ would need an infinitely slow ramp, and there the two definitions can part.

\section{The missing piece at zero frequency}

\textbf{Q.} Where exactly do they part?

\textbf{A.} In pairs of equal energy. For general $A$, the first-order expansion
\begin{equation}
e^{-\beta(H-hA)}\simeq e^{-\beta H}\left[1+h\int_0^\beta d\tau\,A(\tau)\right]
\end{equation}
gives, after normalization,
\begin{equation}
\chi_T=\int_0^\beta d\tau\,\langle A(\tau)A\rangle-\beta\langle A\rangle^2 .
\end{equation}
The term $-\beta\langle A\rangle^2$ comes from the change in the partition function. Insert eigenstates:
\begin{equation}
\int_0^\beta d\tau\,p_ne^{-\Delta\tau}=
\begin{cases}
(p_n-p_m)/\Delta,&\Delta\ne0,\\
\beta p_n,&\Delta=0,
\end{cases}
\end{equation}
since $p_ne^{-\beta\Delta}=p_m$. The first line reproduces (\ref{eq:positive}) as $\eta\to0$. The second has no counterpart there. Therefore
\begin{equation}
\chi_T-\lim_{\eta\to0}\chi(i\eta)=
\beta\left[\sum_{E_n=E_m}p_n|A_{nm}|^2-\langle A\rangle^2\right].
\label{eq:rest}
\end{equation}
The bracket is the variance of the part of $A$ that does not change in time. In the Hubbard atom all of $S_z$ is of this kind, its mean is zero, and the right side is all of $\chi_T$.

\textbf{Q.} Suppose that $S_z$ is almost conserved. Does the Curie value appear suddenly?

\textbf{A.} Add $-\Gamma S_x$. The singly occupied levels become $-\mu\mp\Gamma/2$, with probabilities $p_-$ for the lower and $p_+$ for the upper. Their spins point along $\pm x$, so $S_z$ has zero diagonal elements and an off-diagonal element of magnitude $1/2$. The two ordered pairs in (\ref{eq:positive}) give
\begin{equation}
\chi(i\eta)=2\cdot\frac14\,\frac{(p_--p_+)\Gamma}{\Gamma^2+\eta^2}
=\frac{(p_--p_+)\Gamma}{2(\Gamma^2+\eta^2)} .
\label{eq:gamma}
\end{equation}
For $\beta\Gamma\ll1$ the difference is $p_--p_+\simeq P_1\beta\Gamma/2$, and so
\begin{equation}
\chi(i\eta)\simeq\chi_T\,\frac{\Gamma^2}{\Gamma^2+\eta^2}.
\end{equation}
Let $\eta\to0$ first and then $\Gamma\to0$: the result is $\chi_T$. Reverse the order and it is zero.

For numbers, I integrated the equation of motion of the $4\times4$ density matrix with a Runge--Kutta method. The ramp had rate $\eta=0.05\,U$ and began at $t=-16/\eta$; the response is the difference between small fields $\pm h$, divided by $2h$. The isothermal value is a finite difference of equilibrium moments. In units of $1/U$:
\begin{center}
\begin{tabular}{ccc}
$\Gamma/U$ & isothermal & ramp\\
0.20 & 0.844 & 0.795\\
0.05 & 0.878 & 0.439\\
0.01 & 0.881 & 0.034
\end{tabular}
\end{center}

\textbf{Q.} In the middle row $\Gamma=\eta$, so the factor is one half. In the last it is $1/(1+25)$, and $0.881/26=0.034$. The isothermal column hardly notices.

\textbf{A.} And the nonzero Matsubara values follow the dynamics. For the same three $\Gamma$, $\chi(iW_1)$ is $1.3\times10^{-2}$, $8.9\times10^{-4}$ and $3.6\times10^{-5}$, going to zero as $\Gamma^2$. At $\Gamma=0.2\,U$ a ramp of rate $W_1=2\pi T=1.571\,U$ gives $0.0135$, equal to the imaginary-time integral to the digits shown.

\textbf{Q.} Can $S_z$ be conserved in part?

\textbf{A.} Add a static $-bS_z$ as well. The total field has magnitude $F=\sqrt{\Gamma^2+b^2}$, and the two spin states lie along it. In their basis $S_z$ has diagonal elements $\pm b/(2F)$ and off-diagonal magnitude $\Gamma/(2F)$. With the splitting now $F$, (\ref{eq:positive}) gives
\begin{equation}
\chi(i\eta)=2\,\frac{\Gamma^2}{4F^2}\,\frac{(p_--p_+)F}{F^2+\eta^2}
=\frac{(p_--p_+)\Gamma^2}{2F(F^2+\eta^2)} .
\end{equation}
The diagonal elements enter (\ref{eq:rest}), whose right side is
\begin{equation}
\beta\left[\frac{b^2(p_-+p_+)}{4F^2}-M^2\right],\qquad
M=\frac{b(p_--p_+)}{2F}.
\end{equation}
For $\Gamma=0.2\,U$ and $b=0.1\,U$ the static Kubo value is $0.668$ and the conserved part is $0.150$. Their sum is the isothermal $0.819$, in $1/U$ and up to rounding.

\section{Where a measured Curie law comes from}

\textbf{Q.} Real local moments do follow a slowly varying field. What supplies the response?

\textbf{A.} Something must flip the spin: a term that does not commute with the spin the field couples to. It need not be a bath. The transverse field $\Gamma$ above is such a term, and so are dipolar couplings among otherwise isolated spins, whereas isotropic exchange conserves the total $S_z$ and gives no response to a uniform field. A simple model of one such channel is a weak bath that flips the spin with detailed balance in the momentary field. Let the rates be
\begin{equation}
w_{\downarrow\to\uparrow}=\frac{\gamma}{1+e^{-\beta h}},\qquad
w_{\uparrow\to\downarrow}=\frac{\gamma}{1+e^{\beta h}} .
\end{equation}
Their ratio is $e^{\beta h}$, their sum is $\gamma$ and their difference is $\gamma\tanh(\beta h/2)$. Flips conserve $P_1$, whose equilibrium change is of order $h^2$ anyway. With populations $p_{\uparrow,\downarrow}=P_1/2\pm M$,
\begin{align}
\dot M&=w_{\downarrow\to\uparrow}\left(\frac{P_1}{2}-M\right)
-w_{\uparrow\to\downarrow}\left(\frac{P_1}{2}+M\right)\nonumber\\
&=\frac{P_1}{2}\gamma\tanh\frac{\beta h}{2}-\gamma M
\simeq\gamma(\chi_Th-M).
\end{align}
For $h\propto e^{-i\omega t}$ this reads $-i\omega M=\gamma(\chi_Th-M)$, hence
\begin{equation}
\chi(\omega)=\chi_T\frac{\gamma}{\gamma-i\omega}.
\label{eq:bath}
\end{equation}
The model assumes $\gamma,\omega\ll T$, since its rates know the field only at one instant.

\textbf{Q.} So a slow field, $\omega\ll\gamma$, sees Curie, and a fast one sees little.

\textbf{A.} Yes, when these flips are the only process that changes $S_z$. Integrating the rate equation under $h_0\cos\omega t$ with $\gamma=0.02\,U$, and projecting the moment on the cosine and sine, gives ${\rm Re}\,\chi$ and ${\rm Im}\,\chi$. In $1/U$ they are $0.872$ and $0.087$ at $\omega=0.002\,U$, and $0.440$ each at $\omega=0.02\,U$. At $\omega=0.2\,U$ they are $0.009$ and $0.087$; that frequency is close to $T$, so this last pair illustrates the equation and is no prediction for a real bath.

\textbf{Q.} If I have Matsubara data from an impurity solver, what should I do with the point $W=0$?

\textbf{A.} First subtract $\beta\langle A\rangle^2$ if the mean is nonzero: the Matsubara integral as we defined it gives $\chi_T+\beta\langle A\rangle^2$ at $W=0$, and in the tilted field $\beta M^2=0.028$ in $1/U$. Then allow for a conserved part. From (\ref{eq:lehmann}), $\chi''(\omega)={\rm Im}\,\chi(\omega+i0)$ is $\pi\sum_{nm}|A_{nm}|^2(p_n-p_m)\delta(\omega-\Delta)$. So (\ref{eq:positive}) can be written
\begin{equation}
\chi(iW)=\frac1\pi\int_{-\infty}^{\infty}d\omega\,
\frac{\chi''(\omega)}{\omega}\,\frac{\omega^2}{\omega^2+W^2}.
\label{eq:kernel}
\end{equation}
The bath model has $\chi''/\omega=\chi_T\gamma/(\gamma^2+\omega^2)$, a peak of area $\pi\chi_T$ and half width at half maximum $\gamma$. As $\gamma\to0$ it becomes $\pi\chi_T\delta(\omega)$. The kernel in (\ref{eq:kernel}) equals one at $W=0$; for $W\neq0$ it vanishes at $\omega=0$. The peak thus contributes $\chi_T\delta_{m,0}$, which is (\ref{eq:delta}), while $\chi''=\pi\chi_T\,\omega\delta(\omega)=0$.

\textbf{Q.} Then a sharp peak in $\chi''/\omega$ at zero frequency may mean a conserved moment or a very slowly relaxing one.

\textbf{A.} And the Matsubara points separate them poorly. In (\ref{eq:kernel}) a peak of width $\gamma\ll W_1=2\pi T$ affects the points $m\ne0$ weakly, so data with noise may not resolve $\gamma$. Whether the moment can relax has to be settled from the Hamiltonian. If $[H,S_z]=0$, the isolated response is zero. If hybridization with a bath lets electrons hop on and off the atom, the atom's own $S_z$ is no longer conserved, and for a field acting on the atom alone the argument for zero response does not apply. A uniform field that couples to the total $S_z$ of atom and bath is another matter: spin-conserving hopping commutes with that total, the thermal state does not evolve, and the atom's moment stays fixed as well.

\textbf{Q.} So I had the right number for the wrong experiment: $\chi_T$ tells me the moment after the atom has equilibrated in the field, and I read it as the motion of an atom that has no way to equilibrate.
